# Skyrmion number differences between layers and the hedgehog charge between them

A simulation of a ferroelectric film returns a skyrmion number of $-1$ in a lower layer and $0$ in an upper one. Before the next run one has to decide whether the polarization may be treated as a vector of fixed length, which takes two numbers per point instead of three, or whether its length must be free to fall to zero on a mesh fine enough to show where it does. The result derived here guides the choice. If the surroundings are uniform at every height between the layers, a continuous polarization with these two numbers must vanish somewhere in between, and a continuous fixed-length model cannot describe it. On a mesh, vectors of fixed length can still jump from one number to the other between neighbouring layers, but they cannot show how the length falls there.

## The statement

Let $\mathbf P(\mathbf r)$ be a smooth polarization in the slab $z_1\le z\le z_2$, and let $\mathbf n=\mathbf P/|\mathbf P|$. Three assumptions are made.

1. $\mathbf P\neq0$ on both layers $z=z_1$ and $z=z_2$.
2. Inside the slab $\mathbf P$ vanishes at finitely many isolated points. There $\mathbf P$ is smooth but $\mathbf n$ is undefined; these are the singular points.
3. Beyond some radius $L$ from the axis, $\mathbf n=\mathbf n_0$ at every height between the layers.

Uniform surroundings at the two layers alone would not be enough. A skyrmion tube that bends and leaves through the side of the region gives $Q=-1$ below and $Q=0$ above with no singular point.

The skyrmion number of a layer is

$$Q(z)=\frac1{4\pi}\int \mathbf n\cdot(\partial_x\mathbf n\times\partial_y\mathbf n)\,dx\,dy .$$

The hedgehog charge $q_a$ of zero $a$ is the same integral over a small sphere around it, with surface coordinates $(u,v)$ ordered so that $\partial_u\mathbf r\times\partial_v\mathbf r$ points outward. The claim is

$$Q(z_2)-Q(z_1)=\sum_a q_a. \tag{1}$$

## First derivation: a flux balance

Write $T_{jk}=\mathbf n\cdot(\partial_j\mathbf n\times\partial_k\mathbf n)$, which is antisymmetric in $j,k$, and define

$$B_i=\tfrac12\epsilon_{ijk}T_{jk},\qquad\text{so that}\qquad \epsilon_{ijk}B_i=\tfrac12(T_{jk}-T_{kj})=T_{jk}.$$

In particular $B_z=T_{xy}$, the integrand of $4\pi Q$. On any surface $\mathbf r(u,v)$ the chain rule gives

$$\mathbf n\cdot(\partial_u\mathbf n\times\partial_v\mathbf n)=T_{jk}\,\partial_ur_j\,\partial_vr_k=\mathbf B\cdot(\partial_u\mathbf r\times\partial_v\mathbf r).$$

Hence $4\pi Q$ is the upward flux of $\mathbf B$ through a layer, and $4\pi q_a$ is its outward flux through a small sphere.

Away from the zeros, differentiation gives

$$\partial_iB_i=\tfrac12\epsilon_{ijk}\left[\partial_i\mathbf n\cdot(\partial_j\mathbf n\times\partial_k\mathbf n)+\mathbf n\cdot(\partial_i\partial_j\mathbf n\times\partial_k\mathbf n)+\mathbf n\cdot(\partial_j\mathbf n\times\partial_i\partial_k\mathbf n)\right].$$

The last two terms vanish, because second derivatives are symmetric in the indices in which $\epsilon_{ijk}$ is antisymmetric. The first contains six equal contributions, so

$$\nabla\cdot\mathbf B=3\,\partial_x\mathbf n\cdot(\partial_y\mathbf n\times\partial_z\mathbf n)=0 .$$

It is zero because $|\mathbf n|^2=1$ implies $\mathbf n\cdot\partial_i\mathbf n=0$: all three derivatives lie in the plane perpendicular to $\mathbf n$, and three coplanar vectors have no triple product.

Let $V$ be the cylinder of radius $L$ between the layers, with a small ball removed around each zero. The outward normal of $V$ is $+\hat{\mathbf z}$ on top, $-\hat{\mathbf z}$ at the bottom, and points into the removed balls. The divergence theorem gives

$$4\pi Q(z_2)-4\pi Q(z_1)+\int_{z_1}^{z_2}\!dz\int_0^{2\pi}\!d\varphi\;\mathbf n\cdot(\partial_\varphi\mathbf n\times\partial_z\mathbf n)-4\pi\sum_aq_a=0. \tag{2}$$

On the wall $\partial_\varphi\mathbf n=0$, so the wall integral vanishes and (1) follows.

This argument shows what the wall must satisfy. The surrounding direction may turn with height, since $\partial_\varphi\mathbf n=0$ still holds. If $\mathbf n$ only approaches $\mathbf n_0$, the wall integral is at most $2\pi(z_2-z_1)$ times the product of the largest $|\partial_\varphi\mathbf n|$ and $|\partial_z\mathbf n|$ on the wall, and (1) holds in the limit if that product tends to zero. In a laterally periodic cell, opposite faces carry the same $\mathbf B$ with opposite normals, so their fluxes cancel and (1) holds per cell.

## Second derivation: following lines of one direction

Choose a direction $\mathbf m\neq\mathbf n_0$ and look at the points where $\mathbf n=\mathbf m$. Set $\mathbf e=-\mathbf m$, complete it to a right-handed set $(\mathbf e_1,\mathbf e_2,\mathbf e)$, and write

$$a=\mathbf n\cdot\mathbf e_1=\sin\Theta\cos\Phi,\quad b=\mathbf n\cdot\mathbf e_2=\sin\Theta\sin\Phi,\quad \gamma=\mathbf n\cdot\mathbf e=\cos\Theta .$$

The points sought have $a=b=0$ and $\gamma=-1$. We require $\nabla a$ and $\nabla b$ to be linearly independent there, and the same for their components along the two layers and the small spheres. Sard's theorem says that the directions $\mathbf m$ violating this cover zero area on the unit sphere, so a suitable $\mathbf m$ exists.

**Counting on a surface.** With unit vectors $\hat{\boldsymbol\Theta},\hat{\boldsymbol\Phi}$ on the sphere of directions, $\partial_j\mathbf n=\hat{\boldsymbol\Theta}\,\partial_j\Theta+\hat{\boldsymbol\Phi}\sin\Theta\,\partial_j\Phi$. Since $\mathbf n\cdot(\hat{\boldsymbol\Theta}\times\hat{\boldsymbol\Phi})=1$,

$$\mathbf B=\sin\Theta\,\nabla\Theta\times\nabla\Phi=\nabla\times\mathbf A,\qquad \mathbf A=(1-\cos\Theta)\nabla\Phi=\frac{a\nabla b-b\nabla a}{1+\gamma}.$$

The last form uses $a\nabla b-b\nabla a=\sin^2\Theta\,\nabla\Phi$. It shows that $\mathbf A$ is smooth at $\Theta=0$ and fails only where $\gamma=-1$, that is, where $\mathbf n=\mathbf m$.

Cut a small disc around each such point of a layer and apply Stokes's theorem to the rest. The outer rim gives nothing, because $\mathbf n$ is constant along it. On a shrinking loop around point $k$, $1-\cos\Theta\to2$ and $\Phi$ advances by $2\pi w_k$, so the loop integral tends to $4\pi w_k$. The inner loops enter with a minus sign:

$$Q=-\sum_kw_k .$$

The sense of rotation is $w_k=\operatorname{sgn}[\boldsymbol\nu\cdot(\nabla a\times\nabla b)]$, where $\boldsymbol\nu$ is the surface normal. Multiplying out the gradients gives $\nabla a\times\nabla b=\cos\Theta\sin\Theta\,\nabla\Theta\times\nabla\Phi=\gamma\mathbf B$, which is $-\mathbf B$ at these points. Therefore

$$Q=\sum_k\operatorname{sgn}(\mathbf B\cdot\boldsymbol\nu)_k. \tag{3}$$

A closed surface has no rim, and the same steps give the same formula for $q_a$. Both quantities are thus integers.

**Following the lines.** In the volume $V$, two independent conditions $a=b=0$ define smooth curves. Along them $\mathbf B=-\nabla a\times\nabla b$ is nonzero and perpendicular to both gradients, hence tangent to the curve, so $\mathbf B$ gives each curve a direction of travel. Because $V$ is closed and bounded, the curves are finitely many closed loops and finitely many arcs with both ends on the boundary of $V$. Each arc enters $V$ once and leaves it once. The number of exits minus the number of entries is therefore zero.

By (3), this difference is $Q(z_2)$ on the top layer, $-Q(z_1)$ on the bottom layer and $-q_a$ on each small sphere. No arc reaches the wall, where $\mathbf n=\mathbf n_0\neq\mathbf m$. The sum is

$$Q(z_2)-Q(z_1)-\sum_aq_a=0,$$

which is (1) again.

## What each derivation assumes

Both need a smooth $\mathbf P$ and isolated zeros away from the layers. They differ in how they treat directions and the wall.

The flux balance singles out no direction and does not need $Q$ to be an integer. It therefore still works as the bookkeeping (2) when the wall is not uniform, with fractional contributions. By itself it does not show that $q_a$ is an integer.

The line argument needs a direction $\mathbf m$ with regular crossings, and in return supplies the integers. Whenever $\mathbf n$ avoids $\mathbf m$ on the wall, which is weaker than uniformity, the signed number of crossings changes from one layer to the other only by the charges of the zeros between them. The number on a layer equals the integral $Q$, however, only if the rim contributes nothing. The argument also gives a way of searching: if the two skyrmion numbers differ, at least one line $\mathbf n=\mathbf m$ starting on a layer ends at a zero of $\mathbf P$.

Equal skyrmion numbers do not rule out zeros, since the charges of several zeros can cancel. If $\mathbf P$ vanishes along a line or surface inside the slab, the flux through a closed surface around that set still gives its total charge, but there are no separate points to which it can be assigned.

## The charge of a simple zero

Near a zero at the origin let $\mathbf P=J\mathbf r$ with $\det J\neq0$. The part of $\partial_j\mathbf n$ that comes from differentiating $1/|\mathbf P|$ is parallel to $\mathbf P$ and drops out of the triple product, so $T_{jk}=\mathbf P\cdot(\partial_j\mathbf P\times\partial_k\mathbf P)/|\mathbf P|^3$. With $\mathbf J_l$ the columns of $J$, we have $\mathbf P=x_l\mathbf J_l$ and $\mathbf J_l\cdot(\mathbf J_j\times\mathbf J_k)=\epsilon_{ljk}\det J$. Using $\tfrac12\epsilon_{ijk}\epsilon_{ljk}=\delta_{il}$,

$$\mathbf B=\det J\,\frac{\mathbf r}{|J\mathbf r|^3},\qquad 4\pi q=\det J\oint\frac{d\Omega}{|J\hat{\mathbf r}|^3}.$$

The ellipsoid $|J\mathbf r|<1$ reaches out to $r=1/|J\hat{\mathbf r}|$, so its volume is $\tfrac13\oint d\Omega/|J\hat{\mathbf r}|^3$. The map $J$ turns it into the unit ball, so the volume is also $4\pi/(3|\det J|)$. Hence

$$q=\operatorname{sgn}\det J .$$

Higher terms in $\mathbf P$ do not matter: on a shrinking sphere $\mathbf n$ and its angular derivatives approach those of the linear field, while the flux is independent of the radius.

Hedgehog charge is not electric charge. The bound charge density is $-\nabla\cdot\mathbf P=-\operatorname{tr}J$ at the zero, whereas $q$ depends on the determinant.

## A polar bubble that ends inside a film

Take cylindrical coordinates, $s=\rho^2/R^2$ and $f(z)=\tfrac12[1-\tanh(z/h)]$, and prescribe

$$P_z=P_0[1-2f(1-s)e^{-s}],\quad P_\rho=P_0\,\rho f'e^{-s},\quad P_\varphi=P_0\,c\,\frac{\rho}{R}\,e^{-s},$$

with $P_0=60\ \mu\mathrm{C/cm^2}$, $R=7$ nm, $h=2$ nm, $c=1.5$ and layers at $z=\pm4$ nm. This field has no bound volume charge. Since $\partial_\rho(\rho^2e^{-s})=2\rho(1-s)e^{-s}$, the radial part contributes $2P_0f'(1-s)e^{-s}$ to the divergence, and $\partial_zP_z$ is its negative.

For $\rho>0$ the in-plane part is nonzero, because $c\neq0$. On the axis $P_z=P_0(1-2f)=P_0\tanh(z/h)$. The single zero is the origin, where $f'=-1/(2h)=-0.25\ \mathrm{nm^{-1}}$. The slopes there, in $\mu\mathrm{C/cm^2}$ per nm, are

- $\partial_xP_x=\partial_yP_y=60\times(-0.25)=-15$,
- $\partial_xP_y=-\partial_yP_x=60\times1.5/7=12.86$,
- $\partial_zP_z=60/2=30$.

The trace is $-15-15+30=0$, while

$$\frac{\det J}{P_0^3}=\frac{30\,(15^2+12.86^2)}{60^3}=0.0542\ \mathrm{nm^{-3}}>0 .$$

This is a hedgehog of charge $+1$ without bound charge. The surface integral around it also gives $1.0000$. The layer integrals are $Q=-1.0000$ at $z=-4$ and $-1$ nm, and $0.0000$ at $+1$ and $+4$ nm, so the change across the zero is $+1$, as (1) requires.

The line picture agrees. With $\mathbf m$ pointing down, the line $\mathbf n=\mathbf m$ is the negative $z$ axis. It starts at the zero and leaves through the lower layer, against $+\hat{\mathbf z}$, which makes $Q=-1$ there.

A cylinder of radius 6 nm cuts through the texture, and its wall is not uniform. Its fluxes divided by $4\pi$ are $0.0754$ through the top in the upward direction, $-0.8857$ through the bottom in the upward direction, and $0.0389$ outward through the wall:

$$0.0754-(-0.8857)+0.0389=1.0000 .$$

The two caps alone would give $0.9611$. Between $+1$ and $+4$ nm there is no zero, yet the cap fluxes differ: $0.0754-0.1281=-0.0527$, which the wall flux of $0.0527$ cancels. A fractional difference measured in too small a window is thus no sign of a singular point. The signed count of downward points in the same narrow cylinder is $-1$ below and $0$ above. Its change equals the charge of the zero even in this small window, because $\mathbf n$ never points down on the wall.

## Several zeros, and zeros that cancel

Let $w=(x+iy)/R$ and take

$$P_x+iP_y=P_0c\,(w^2-\delta^2)e^{-|w|^2},\qquad P_z=P_0[1-2f(z-0.5x)e^{-|w|^2}],$$

with $\delta=0.4$. The in-plane part vanishes at $x=\pm\delta R=\pm2.8$ nm, $y=0$, and the tilt places the two zeros at heights $-1.75$ and $1.05$ nm. Each has charge $+1$, and $Q$ rises in two steps, from $-2$ through $-1$ to $0$. For $\delta=0$ the zeros merge into one point with $\det J=0$ and charge $2$. The number of singular points can therefore be smaller than the difference in $Q$.

Replacing $f$ in the first bubble by $e^{-z^2/h^2}$ closes it at both ends. On the axis $P_z=0$ where $e^{-z^2/h^2}=\tfrac12$, that is, at $z=\pm h\sqrt{\ln2}=\pm1.665$ nm. The charges are $-1$ below and $+1$ above, and $Q$ runs through $0,-1,0$. Comparing the outer layers alone would miss both zeros.

## How much disturbance the count survives

Add a change $\delta\mathbf P$ with $|\delta\mathbf P|<|\mathbf P|$ everywhere on the boundary of the slab region. Then $\mathbf P+t\,\delta\mathbf P$ has no zero on that boundary for $0\le t\le1$. The enclosed charge is an integer that varies continuously with $t$, so it stays constant. The zeros may move, split or merge.

For the first bubble the smallest $|\mathbf P|$ on the boundary is $36.2\ \mu\mathrm{C/cm^2}$. Adding $P_0(0.2,-0.1,0.2)e^{-s}$, whose peak size is $18.0\ \mu\mathrm{C/cm^2}$, moves the zero by $0.83$ nm and leaves the difference in $Q$ at $1$. Adding $\lambda P_0e^{-s}\hat{\mathbf z}$ instead puts the zero where $\tanh(z/h)=-\lambda$. As $\lambda$ grows, it sinks and passes the lower layer at $\lambda=\tanh2$. At $\lambda=1.5$, a peak of $90\ \mu\mathrm{C/cm^2}$, no zero is left and both layers have $Q=0$.

## The model beside a real film

Bubble sizes of several nanometres and polarizations of tens of $\mu\mathrm{C/cm^2}$ are roughly the regime of polar skyrmion bubbles in perovskite oxide superlattices at room temperature. The field above is prescribed, not relaxed. To size what this leaves out, take the isotropic energy density

$$U=\frac{(P^2-P_0^2)^2}{8\epsilon_0\chi P_0^2}+\frac g2\sum_i|\partial_i\mathbf P|^2,\qquad \chi=100\ \text{(rough)}.$$

This energy has no electrostatic part. In it, a flat wall $P_0\tanh(z/h)$ is in balance for $g=h^2/(4\epsilon_0\chi)$, which sets $g$ here. In a real film a wall with $\mathbf P$ along $z$ would also carry bound charge, which would have to be compensated. Without gradients, the field $P(P^2-P_0^2)/(2\epsilon_0\chi P_0^2)$ is, within the range $0<P<P_0$, largest in size at $P=P_0/\sqrt3$, which gives $P_0/(3\sqrt3\,\epsilon_0\chi)=1.30$ MV/cm as the field that reverses a uniform polarization kept along one axis. This isotropic energy has no preferred axis, so a polarization free to turn would reverse in a much weaker field; the value serves only as a scale. Holding the bubble in its prescribed shape would take a local field of up to $5.35$ MV/cm, about four times as much. Part of that field circulates around the axis, so no electrostatic field could supply it. In this model the texture would therefore change shape if released. The zero could then leave through a layer, and $Q$ of that layer would change with it. Equation (1) says what must lie between two given layers, not whether the state is stable.

Two other neglected effects can be sized where $|\mathbf P|$ is close to $P_0$. If 5% of the electrode charge is missing, the resulting field of about $0.3$ MV/cm changes the length of the polarization there by about $3\ \mu\mathrm{C/cm^2}$, if its direction is held. Thermal fluctuations of the length of $\mathbf P$ at 300 K, averaged over a volume $h^3$, have an rms size of about $2\ \mu\mathrm{C/cm^2}$ there if the gradient term is left out, and about half that if it is kept. The electrostatic energy of the fluctuations, left out here, would lower it further. Both the change of length and the fluctuations are small beside $P_0$. Both estimates use the curvature of $U$ at $P=P_0$, which is $1/(\epsilon_0\chi)$. At $P=0$ the curvature is $-1/(2\epsilon_0\chi)$, so they do not tell how far the zero moves, nor how much $\mathbf P$ changes where it is short on a layer. The output line "thermal vertical jitter of zero" only divides the rms size by the slope at the zero and is not a prediction of its motion. Fluctuations in direction are not included.

The assumption a crystal breaks most directly is continuity. Across one cell of about $0.4$ nm, $P_z$ changes by $12\ \mu\mathrm{C/cm^2}$ at the zero, a fifth of $P_0$, and the energy barrier of the well for a single cell, taken without its neighbours, is only $0.79\,k_BT$. The position of the zero thus has no meaning finer than a cell, and in atomistic data its charge depends on a rule for interpolating between cells. The numerical output below lists the values used here.

## Computed results

```
background polarization P0: 60.0 uC/cm2
lateral scale R: 7.0 nm
vertical scale h: 2.0 nm
swirl strength c: 1.5
far cylinder radius: 28.0 nm
Q at z = -4.0 nm: -1.0000
Q at z = -1.0 nm: -1.0000
Q at z = 1.0 nm: 0.0000
Q at z = 4.0 nm: 0.0000
zero of P (x, y, z): [0.0, 0.0, 0.0] nm
hedgehog charge from sphere: 1.0000
in-plane diagonal slope dPx/dx at zero: -15.000 uC/cm2/nm
in-plane swirl slope dPy/dx at zero: 12.857 uC/cm2/nm
vertical slope dPz/dz at zero: 30.000 uC/cm2/nm
det J / P0^3: 0.05421 nm^-3
largest sampled |div P|: 1.2e-08 uC/cm2/nm
far wall flux/(4 pi): 0.0000
narrow cylinder radius: 6.0 nm
narrow cap at -4 nm, flux/(4 pi): -0.8857
narrow cap at +4 nm, flux/(4 pi): 0.0754
narrow wall, outward flux/(4 pi): 0.0389
narrow total: 1.0000
narrow cap at +1 nm, flux/(4 pi): 0.1281
narrow wall from +1 to +4 nm: 0.0527
double winding, lower zero: [-2.8, 0.0, -1.7506] nm
double winding, upper zero: [2.8, 0.0, 1.0494] nm
double winding, charges: 1.0 1.0
double winding, middle layer height: -0.3506 nm
double winding, Q low/middle/high: [-2.0, -1.0, 0.0]
merged zero, charge: 2.0000
closed bubble, zero heights: -1.6651 1.6651 nm
closed bubble, charges: -1.0 1.0
closed bubble, Q at -4/0/+4 nm: [0.0, -1.0, 0.0]
smallest |P| on boundary: 36.23 uC/cm2
weak perturbation, peak size: 18.00 uC/cm2
weak perturbation, shift of zero: 0.832 nm
weak perturbation, Q difference: 1.0000
strong perturbation, peak size: 90.00 uC/cm2
strong perturbation, Q difference: 0.0000
cell edge (rough): 0.4 nm
change of Pz across one cell at zero: 12.00 uC/cm2
susceptibility (rough): 100
temperature: 300 K
thermal rms of |P| in volume h^3: 2.15 uC/cm2
thermal vertical jitter of zero: 0.072 nm
well barrier of one cell / kT: 0.79
unscreened electrode fraction: 0.05
field from unscreened charge: 0.335 MV/cm
polarization change from that field: 2.97 uC/cm2
uniform switching field of the well: 1.30 MV/cm
largest field needed to hold texture: 5.35 MV/cm
```
